\section*{Why spectator electrons barely move tin-ion emission near 13.5 nm}

\section{The question}

A hot tin plasma that serves as an extreme-ultraviolet source contains ions with about ten or more electrons removed. Many carry not one excited electron but two or more. Each extra excitation costs roughly 80 to 100 eV, as much as the photon itself, yet these ions still radiate near 13.5 nm.

A photon energy is a difference of two level energies. An electron that is excited but takes no part in the jump, a spectator, raises both levels. If it raises them by similar amounts, the photon energy changes little. Three questions follow: why the amounts are similar, how large the remainder is, and whether this explains the wavelength itself. The cancellation explains why the emission stays in place. It does not explain why that place is near 13.5 nm, which depends also on exchange and on excitation out of the 4p shell.

\section{Average energies and the shift}

Consider an ion with ground configuration $4p^6 4d^m$ and closed shells below. A configuration fixes how many electrons each shell holds. Its average energy is the mean over all its Slater determinants, for fixed orbitals and the Coulomb Hamiltonian.

Shell $a$ has $N_a=4l_a+2$ spin-orbitals and holds $n_a$ electrons. Two given spin-orbitals are both occupied in a fraction $n_an_b/(N_aN_b)$ of the determinants if they lie in different shells, and $n_a(n_a-1)/[N_a(N_a-1)]$ if they lie in the same one. Hence
\begin{equation}
E=\sum_a n_a I_a+\sum_a\frac{n_a(n_a-1)}{2}U_{aa}+\sum_{a<b}n_an_bU_{ab},
\label{eq:av}
\end{equation}
where $I_a$ is the kinetic and nuclear energy of one electron and $U_{ab}$ is the mean of direct minus exchange repulsion over pairs of spin-orbitals.

Let $F^k$ and $G^k$ be the direct and exchange Slater integrals. For different shells the direct terms average to $F^0$, because a full shell is spherical. Exchange needs parallel spins, and its sum over spin and orbital projections is $2(2l_a+1)(2l_b+1)\sum_k t_k G^k$, with $t_k$ the square of the $3j$ symbol with entries $l_a,k,l_b$ and zero projections. Division by $N_aN_b$ gives
\begin{equation}
U_{ab}=F^0_{ab}-\tfrac12\sum_k t_k\,G^k_{ab}.
\end{equation}
Within one shell the self-term vanishes, so the sum may include it. The $k=0$ exchange part, with $t_0=1/(2l+1)$, turns $N^2F^0$ into $N(N-1)F^0$. Division by $N(N-1)$ leaves
\begin{equation}
U_{aa}=F^0_{aa}-\frac{2l+1}{4l+1}\sum_{k>0}t_k\,F^k_{aa}.
\end{equation}

Now let $j$ electrons have moved from $4d$ to a spectator shell $s$. The transition is $4d^{m-j}s^j\to4d^{m-j-1}4f\,s^j$. Write $d$ and $f$ for $4d$ and $4f$, and let $\epsilon_a$ be $I_a$ plus the repulsion by the closed shells. The number of $dd$ pairs changes by
\begin{equation}
\tfrac12(m-j-1)\left[(m-j-2)-(m-j)\right]=-(m-j-1).
\end{equation}
The number of $ds$ pairs falls by $j$, while $m-j-1$ new $fd$ pairs and $j$ new $fs$ pairs appear. The average transition energy is therefore
\begin{equation}
\Delta E_j=\epsilon_f-\epsilon_d+(m-j-1)(U_{fd}-U_{dd})+j(U_{fs}-U_{ds}).
\label{eq:gap}
\end{equation}
If the spectators are themselves in $4f$, the number of $ff$ pairs rises by $j(j+1)/2-j(j-1)/2=j$, and the number of $fd$ pairs changes by $(m-j-1)(j+1)-(m-j)j=(m-j-1)-j$. This is Eq.~\eqref{eq:gap} with $s=f$. Collecting the terms in $j$ gives, for every $s$,
\begin{align}
\Delta E_j&=\Delta E_0+j\,\delta_s,\\
\delta_s&=(U_{fs}-U_{ds})-(U_{fd}-U_{dd}).
\label{eq:delta}
\end{align}
For fixed orbitals this law is exact for configuration averages. The promotion energy of the spectator has dropped out. What remains is a difference of differences: the spectator repels $4f$ and $4d$ slightly differently, and so did the $4d$ electron it used to be.

\section{Why the remainder is small}

Take the $F^0$ part of $\delta_s$. Let $P_a(r)$ be the normalized radial function and $Y_a(r)$ the electrostatic potential energy of an electron in the spherical charge $P_a^2$. Since $F^0_{ab}=\int P_a^2Y_b\,dr$,
\begin{equation}
\delta_s^{(0)}=\int_0^\infty\left(P_f^2-P_d^2\right)\left(Y_s-Y_d\right)dr .
\label{eq:direct}
\end{equation}
The first bracket integrates to zero, so only the spatial variation of $Y_s-Y_d$ counts. Three cases follow.

\begin{itemize}
\item If $4f$ and $4d$ had the same radial density, $\delta_s^{(0)}$ would vanish for any spectator. Only exchange and the higher multipoles would remain.
\item If the spectator is also in $4f$, the integral is twice the electrostatic self-energy of the charge difference $P_f^2-P_d^2$. It is never negative and is of second order in that difference.
\item If the spectator lies well outside both orbitals, $Y_s$ is constant where they are and drops out. The remainder then comes from the vacated $4d$ place.
\end{itemize}

The condition is thus a compact $4f$ orbital, as the strong attraction of a highly charged ion provides. Once it is met, the $F^0$ part need not dominate what is left. For the $4f$ spectator in Sn$^{12+}$ below it is 0.45 of the 1.23 eV, and exchange and the higher multipoles give the rest. For the diffuse $4f$ orbital of Sn$^{4+}$ it is 10.4 eV against a total of 10.0 eV.

\section{How large it is}

The numbers below are for Sn$^{12+}$, with $m=2$. The orbitals come from a nonrelativistic self-consistent calculation in a Gaussian radial basis, with a local-density exchange potential and the correct ionic tail. Energies are then evaluated with the full Slater integrals. ``Frozen'' means that the orbitals of the ion's ground configuration, here $4d^2$, are used throughout; ``relaxed'' means that each configuration has its own.

The mean radii are 0.047 nm for $4d$, 0.053 nm for $4f$ and 0.082 nm for $5s$. The repulsions are $U_{dd}=26.886$, $U_{fd}=24.850$ and $U_{ff}=24.047$ eV, with $U_{ds}=18.490$ and $U_{fs}=17.968$ eV for $s=5s$. The third decimal is kept only because these numbers are to be subtracted:
\begin{align}
\delta_{4f}&=(24.047-24.850)-(24.850-26.886)\nonumber\\
&=-0.803+2.036=1.23\ \text{eV},\\
\delta_{5s}&=(17.968-18.490)+2.036=1.51\ \text{eV}.
\end{align}
In both cases the vacated $4d$ place supplies the larger, positive term, and the spectator itself cancels part of it.

The level shifts show the cancellation directly. Frozen values are in eV, with the relaxed remainder in the last column.

\begin{center}
\begin{tabular}{lcccc}
Spectator & Lower & Upper & $\delta_s$ & Relaxed\\
$4f$ & 80.9 & 82.1 & 1.2 & 1.1\\
$5s$ & 80.2 & 81.7 & 1.5 & 1.2\\
$5p$ & 95.8 & 97.4 & 1.6 & 1.2
\end{tabular}
\end{center}

The remainder is below 2\% of the lower-level shift. Relaxation reduces it by 0.1 to 0.3 eV.

Several spectators add up. In Sn$^{10+}$, with $m=4$, the frozen average gap is 77.3, 78.7, 80.2 and 81.6 eV for zero to three $4f$ spectators. The upper configuration of each step is the lower one of the next, so three spectators raise the lower level by $77.3+78.7+80.2=236$ eV. The gap grows by only 4.3 eV, or 3.7 eV with relaxed orbitals.

The opposite case is Sn$^{4+}$, $4d^{10}$, where the $4f$ orbital is diffuse: its mean radius is 0.168 nm against 0.057 nm for $4d$. With frozen orbitals the same formula then gives $\delta_s=10.0$, 7.6 and 8.5 eV for $4f$, $5s$ and $5p$ spectators. Relaxation contracts the diffuse $4f$ orbital and lowers these values by a few eV, but they stay well above those of Sn$^{12+}$. The cancellation is a property of compact $4f$ orbitals, not of tin as such.

\section{From averages to emitted light}

The emission does not sit at the average gap. For line spectra the Coulomb and spin-orbit interactions of Sn$^{12+}$ were diagonalized in all determinants of the chosen configurations, using the orbitals of each lower configuration. Lines were weighted by $\omega^3S$, with $\omega$ the photon frequency and $S$ the dipole line strength. This assumes that all upper states are equally populated. The means are in eV; the last column is the wavelength of the mixed mean, from $\lambda=1239.8\ \text{eV\,nm}/E$.

\begin{center}
\begin{tabular}{lccc}
Spectator & $4d$--$4f$ alone & With $4p$ hole & nm\\
none & 84.2 & 93.0 & 13.33\\
$4f$ & 80.5 & 91.4 & 13.56\\
$5s$ & 82.1 & 92.0 & 13.48\\
$5p$ & 82.1 & 92.1 & 13.46
\end{tabular}
\end{center}

The column ``with $4p$ hole'' adds the upper configuration in which a $4p$ electron has gone to $4d$: $4p^54d^3$ without a spectator, $4p^54d^2s$ with one. It has the same parity as the $4d$--$4f$ upper configuration and mixes with it. With a $4f$ spectator the lower configuration $4d4f$ would mix with $4p^54d^3$ in the same way. That mixing is left out here, and it affects both the mean and the width. Added alone, it lowers the mean of the lines that end on $4d4f$ character by about 4 eV. Adding also its upper partner $4p^44d^4$ brings that mean back to within 1 eV of the tabulated value and narrows the standard deviation from 5.2 to about 4.2 eV. The $4f$ row is thus uncertain by about 1 eV in both mean and width. Between the two columns of the table the mean rises by 9 to 11 eV. This rise contains both the mixing and the lines of the added configuration, which the calculation does not separate. Without this step the emission would lie at 14.7 to 15.4 nm, so the $4d$--$4f$ transition alone does not place the light at 13.5 nm in this model.

The spectators move the final mean \emph{down} by 0.9 to 1.6 eV, although $\delta_s$ is positive. The averages therefore explain why a shift of 80 eV or more is absent, but they do not predict the sign of the eV-sized remainder.

Part of the reason is visible in the $4d$--$4f$ column. Without a spectator the emission mean lies 3.3 eV above the frozen average gap of 80.9 eV. In the upper configuration $4d4f$ the excitation can pass from one electron to the other. For $4d^2$, with $a,b$ running over $4d$ and $f,f'$ over $4f$ spin-orbitals, this transfer adds to the strength-weighted energy
\begin{equation}
T=\sum_{abff'}z_{af}\,\langle fb|r_{12}^{-1}|af'\rangle\,z_{f'b}.
\end{equation}
Expand $r_{12}^{-1}$ in multipoles. The sum over $a$ and $f$ is a trace of $z$ with one multipole, and it vanishes unless that multipole is itself the $z$ dipole. With $\rho$ the radial dipole integral and $\sum_{af}|\langle f|\cos\theta|a\rangle|^2=2$, spins included, this leaves $T=4\rho^2G^1_{df}$. The total strength is $45\times2\times(2/10)\rho^2=18\rho^2$: 45 states, two electrons, and a mean strength of $2/10$ per $4d$ spin-orbital. The contribution is $+\tfrac29G^1_{df}$. Bright upper states are pushed up. The terms with $a=b$ in $T$ belong to no state of $4d^2$. They may be kept because, by antisymmetry, they cancel once the same terms are also kept in the ordinary $4d$--$4f$ repulsion. That repulsion and the antisymmetric partner of $T$ add further Slater integrals, so this fixes the sign of one main term, not the whole 3.3 eV.

With a $5s$ or $5p$ spectator no second $4d$ electron remains to share the excitation. The emission mean then lies within about 0.2 eV of the relaxed average gap of 81.9 eV. With a $4f$ spectator it is the \emph{lower} configuration that is $4d4f$. The same term raises the bright lower states and so reduces the photon energy, in line with a mean about 1.4 eV below the relaxed gap of 81.8 eV.

\section{Comparison with a real source}

Laser-produced tin plasmas for lithography work, roughly, with charges from about 10+ to 14+ and electron temperatures of a few tens of eV. Their mirrors accept a band of about 2\% around 13.5 nm. The ion chosen here is in that range, and the computed means of 13.3 to 13.6 nm fall near the band. This closeness should not be read as accuracy, because 1 eV corresponds to 0.15 nm and the omitted configurations, such as those with two $4p$ holes, may matter at the eV level. Scalar relativity changes the $4d$--$4f$ orbital gap by only about 0.1 eV. The $4p$--$4d$ gap, which also enters the mixed means, is far more sensitive: relativistic orbital energies widen it by about 4.5 eV. With relativistic level shifts and spin-orbit constants, the means without a spectator and with a $4f$ spectator rise by 3 to 4 eV, to about 12.9 and 13.0 nm. The agreement of the nonrelativistic means with 13.5 nm is therefore partly accidental. The comparison between the two arrays is less sensitive to relativity: their means still differ by only about 1 eV. It remains subject to the configurations left out of the $4f$ array. The spin-orbit constant of $4p$ is 5.7 eV to first order with the nonrelativistic orbitals, which is why that interaction was included. Real plasmas also break the assumption of equal upper-state populations. Selective population can move the mean within the array, whose standard deviation sets the scale: 2.6 eV (0.4 nm) without a spectator and 5.2 eV (0.8 nm) with a $4f$ spectator.

Whether the spectator states matter depends on their population. In local thermal equilibrium at 30 eV, the upper configurations with a $4f$ spectator carry 0.33 of the population of those without one. For $5s$ and $5p$ the ratios are 0.05 and 0.09. The $4f$ value is large because there are many states: $91+3780=3871$ against $140+720=860$. This offsets much of the Boltzmann factor. A plasma out of equilibrium can depart considerably from these ratios.

\section{What to do about it}

For ions with a compact $4f$ orbital and temperatures of tens of eV, the following applies.

\begin{itemize}
\item Include multiply excited configurations in emissivity and opacity models. Their light falls in the same region, and their weight is not negligible near equilibrium.
\item Give each spectator family its own $4p$-hole configuration. Leaving it out moves the mean by 9 to 11 eV here, far more than the spectator does. Keep the lower and upper spaces balanced: if the lower $4d4f$ is mixed with $4p^54d^3$, include $4p^44d^4$ above it, or the mean falls by about 4 eV.
\item Do not use $\delta_s$ as a line-shift correction. It shows that the large shifts cancel; the remaining eV needs the full level structure.
\item Judge useful output by the spectrum inside the mirror band, not by the mean wavelength. In this model the $4f$-spectator array is centred at 13.56 nm but is clearly broader than the array without a spectator, and both are wider than the band.
\item Do not carry the argument over to weakly charged ions. For Sn$^{4+}$ the remainder is already several eV, and it depends strongly on orbital relaxation.
\end{itemize}
